Ordering the four Sen-Thorpe band edges of a silica network

**Problem**

A silica network is modelled by N silicon atoms of mass M and 2N oxygen atoms of mass m. Every silicon sits at the centre of a regular tetrahedron of four oxygens, every oxygen bridges two different silicons, and every Si-O-Si angle has the same value θ. The only forces are harmonic springs of constant α that resist a change of the Si-O bond lengths. The Sen-Thorpe formulas for this model are

ω₁² = (α/m)(1 + cos θ)
ω₂² = (α/m)(1 − cos θ)
ω₃² = (α/m)(1 + cos θ) + 4α/(3M)
ω₄² = (α/m)(1 − cos θ) + 4α/(3M)

Take θ = 144°, m = 15.999 u and M = 28.085 u.

(a) Put the four frequencies in ascending order and say which of them enclose each vibrational band.
(b) Does the order depend on α? For which angles and mass ratios would it be different?
(c) Give the frequencies for the round model value α = 0.35 Eh/bohr².

**A tempting solution**

The last two formulas are the first two with the positive silicon term 4α/(3M) added. Since cos 144° is negative, ω₁ < ω₂ and ω₃ < ω₄. The silicon term lifts the second pair above the first, so

ω₁ < ω₂ < ω₃ < ω₄.

The lower band then runs from ω₁ to ω₂, the upper band from ω₃ to ω₄, and the gap from ω₂ to ω₃.

**Where it fails**

Adding a positive term to each member of a pair proves two inequalities, ω₃ > ω₁ and ω₄ > ω₂. It does not prove ω₃ > ω₂. For that, the silicon term must exceed the distance between ω₁² and ω₂². One splitting comes from the angle, the other from the silicon mass:

ω₂² − ω₁² = −2(α/m) cos θ
ω₃² − ω₁² = 4α/(3M)

They have to be compared as numbers. The assignment of the bands needs more than a sorted list, because four special frequencies do not by themselves say where the other modes lie. Both points are settled by deriving the spectrum.

**Equations of motion for the bond lengths**

Let r be the unit vector of a bond, pointing from silicon to oxygen, and u the atomic displacements. To first order the bond is extended by

s = r·(u_O − u_Si),

and the potential energy is (α/2) Σ s². Newton's law gives

m ü_O = −α Σ s r (sum over the two bonds of the oxygen)
M ü_Si = +α Σ s r (sum over the four bonds of the silicon)

Taking r·(ü_O − ü_Si) for each bond gives a closed equation for the vector s of all 4N extensions:

s̈ = −α G s.

The element of G between two bonds is the scalar product of their unit vectors divided by the mass of the atom they share. The cases are:

- A bond with itself: 1/m + 1/M.
- Two bonds at one oxygen: cos θ/m. Both vectors point towards the oxygen, and reversing both leaves their product unchanged.
- Two bonds at one silicon: −1/(3M). The four unit vectors of a regular tetrahedron add to zero, so multiplying the sum by one of them gives 1 + 3x = 0 for the product x of two different ones.

No dihedral angle enters. For fixed θ, the finite frequencies depend only on which atoms are connected.

Two operators put G in a simple form. P exchanges the extensions of the two bonds at each oxygen, so P² = 1. Q replaces the four extensions at each silicon by their mean, so Q² = Q. At one silicon the matrix with diagonal 1 and off-diagonal −1/3 equals 4/3 times the unit matrix minus 1/3 times the matrix of ones. The latter is 4Q, so the sum is (4/3)(1 − Q). With

a = 1/m, b = 4/(3M), c = cos θ

we have

G = a(1 + cP) + b(1 − Q).

**The four special frequencies**

If s is an eigenvector of both P and Q, its frequency follows by inserting P = ±1 and Q = 1 or 0:

- P = +1, Q = 1: ω² = αa(1 + c) = ω₁²
- P = −1, Q = 1: ω² = αa(1 − c) = ω₂²
- P = +1, Q = 0: ω² = αa(1 + c) + αb = ω₃²
- P = −1, Q = 0: ω² = αa(1 − c) + αb = ω₄²

The operators also describe the motion. For Q = 1 the four bonds of a silicon are equally stretched, the force αs Σr on it vanishes, and silicon is at rest. The force on an oxygen is proportional to r₁ + r₂ for P = +1, so it moves along the bisector of its angle. For P = −1 the force is proportional to r₁ − r₂, which is parallel to the Si-Si line because the two bonds have equal length.

**Where all the other modes lie**

Let A be the matrix whose element A_ij is the number of oxygens joining silicons i and j. Let f be a normalized eigenvector of A/4 with eigenvalue ε. Give each of the four bonds at silicon i the extension f_i/2, and call this vector ψ. It has norm 1 and Qψ = ψ. The mean of Pψ over the bonds of silicon i is (1/4) Σ_j A_ij f_j/2 = εf_i/2, which means

QPψ = εψ and ⟨ψ|P|ψ⟩ = ε.

Because P has eigenvalues ±1, ε lies between −1 and 1. For |ε| < 1 define

χ = (Pψ − εψ)/√(1 − ε²).

Its norm is 1, since |Pψ − εψ|² = 1 − 2ε² + ε². Also Qχ = 0, so χ is orthogonal to ψ. The definition of χ and P² = 1 give

Pψ = εψ + √(1 − ε²) χ
Pχ = √(1 − ε²) ψ − εχ.

Thus G acts within the pair ψ, χ as a 2×2 matrix with diagonal elements a + acε and a − acε + b, and off-diagonal element ac√(1 − ε²). Its trace is 2a + b. Its determinant is

(a + acε)(a − acε + b) − a²c²(1 − ε²)
= a² − a²c²ε² + ab + abcε − a²c² + a²c²ε²
= a²(1 − c²) + ab(1 + cε).

The square of half the trace, minus the determinant, is b²/4 + a²c² − abcε. Therefore

ω²/α = a + b/2 ± √(b²/4 + a²c² − abcε).

For θ > 90° c is negative, and the root grows with ε. At the two limits of ε it becomes

ε = +1: root = b/2 + a|c|
ε = −1: root = |b/2 − a|c||

The first line gives ω₁² for the minus sign and ω₄² for the plus sign. The second gives the pair ω₂², ω₃², the smaller with the minus sign. Hence the lower branch lies between ω₁ and the smaller of ω₂ and ω₃, and the upper branch between the larger of the two and ω₄.

This accounts for all finite modes. For ε = ±1, Pψ = ±ψ and there is no χ; a single mode at ω₁ or ω₂ remains. Any vector orthogonal to all ψ and Pψ has Q = 0, and so does its image under P. Such vectors can be chosen with P = ±1, and they lie at ω₃ or ω₄.

**Right solution of (a)**

In units of α/m the only mass that matters is the ratio m/M = 0.56966. The numbers are

cos 144° = −0.80902
4m/(3M) = (4/3)(0.56966) = 0.75955

ω₁² = 1 − 0.80902 = 0.19098
ω₂² = 1 + 0.80902 = 1.80902
ω₃² = 0.19098 + 0.75955 = 0.95053
ω₄² = 1.80902 + 0.75955 = 2.56857

The order is therefore

ω₁ < ω₃ < ω₂ < ω₄.

The lower band lies within ω₁ to ω₃ and the upper band within ω₂ to ω₄. The angular splitting, 1.618, is about twice the silicon term, 0.760. The tempting solution would place a gap between ω₂ and ω₃ with its lower end above its upper end.

Silicon motion does not by itself mark the upper band. The kinetic energy of the oxygens is proportional to the part a(1 + cP) of ⟨s|G|s⟩, and that of the silicons to the part b(1 − Q), with the same factor. For a mode with Q = 0 the silicon share is thus αb/ω². It is 0.75955/0.95053 = 0.80 at ω₃ and 0.75955/2.56857 = 0.30 at ω₄, and zero at ω₁ and ω₂. The top of the lower band is mostly silicon motion, while at ω₂ only oxygen moves, along the Si-Si line.

**Right solution of (b)**

All four squares are proportional to α, so α cannot change the order. The inequality that decides it is

ω₂² − ω₃² = (α/m)[(1 − c) − (1 + c) − 4m/(3M)]
= (α/m)[−2 cos θ − 4m/(3M)].

For θ > 90° the order found above holds if and only if

cos θ < −2m/(3M).

For oxygen and silicon the right side is −0.3798, and the critical angle is 112.3°. There ω₂ = ω₃ and the two band intervals touch. Between 90° and 112.3° the tempting order is correct: at 100° it is ω₁ < ω₂ < ω₃ < ω₄, and the bands lie within ω₁ to ω₂ and ω₃ to ω₄. At 90° ω₁ = ω₂ and ω₃ = ω₄. Below 90° cos θ is positive, so ω₂ < ω₁ and ω₄ < ω₃, and the order again differs from the one at 144°. Since ω₄² − ω₁² = (α/m)[4m/(3M) − 2 cos θ], it is ω₂ < ω₁ < ω₄ < ω₃ down to cos θ = 2m/(3M), or 67.7°, and ω₂ < ω₄ < ω₁ < ω₃ below that angle.

At fixed θ = 144° the same condition reads m/M < −(3/2) cos θ = 1.21. The bridging atom would have to be heavier than the central atom by more than this factor to reverse the order. Two limits show the trend:

- M → ∞: the silicon term vanishes, ω₃ falls to ω₁ and ω₄ to ω₂. The bands shrink to two frequencies, those of oxygens vibrating between fixed silicons. A heavy silicon therefore favours the order ω₃ < ω₂.
- θ → 180°: ω₁ → 0, ω₂² → 2α/m and ω₃² → 4α/(3M). The condition becomes m/M < 3/2. For a larger mass ratio no angle gives ω₃ < ω₂.

**Right solution of (c)**

The oxygen mass is 29164.4 electron masses, so with ħ = 1

α/m = 0.35/29164.4 = 1.20009 × 10⁻⁵ Eh².

For the lowest edge,

ω₁ = √(0.19098 × 1.20009 × 10⁻⁵) = 1.514 × 10⁻³ Eh.

The others follow in the same way. In ascending order:

ω₁ = 1.514 × 10⁻³ Eh, or 332 cm⁻¹
ω₃ = 3.377 × 10⁻³ Eh, or 741 cm⁻¹
ω₂ = 4.659 × 10⁻³ Eh, or 1023 cm⁻¹
ω₄ = 5.552 × 10⁻³ Eh, or 1219 cm⁻¹

The interval between ω₃ and ω₂ is about 280 cm⁻¹ wide. These values scale as √α: a spring constant 10 % larger raises each of them by about 5 %. They illustrate the model and are not a prediction for silica, since α was chosen as a round number.

**Which edges are reached**

A connected finite network has a mode at ω₁, with all bonds equally stretched. A mode at ω₂ needs Q = 1 and P = −1: the extension is the same on all bonds of one silicon and changes sign across every oxygen. This is possible only if the silicons split into two classes with bridges only between the classes, which excludes rings with an odd number of silicons. In a finite connected network with odd rings no such mode exists. Above the critical angle, as at 144°, ω₂ is then a lower bound of the upper band and not a frequency of the network; between 90° and the critical angle it is an upper bound of the lower band and is likewise not reached.

The modes at ω₃ and ω₄ can be counted. With Q = 0 and P = ±1 there is one free number per oxygen, 2N in all, and one condition per silicon, that its four extensions add to zero. For P = +1 a linear dependence among the conditions would need coefficients that change sign across every oxygen. Odd rings forbid this, and 2N − N = N modes lie at ω₃. For P = −1 the coefficients must be equal across every oxygen, which leaves one dependence and N + 1 modes at ω₄.

The numerical output contains two tests of these results. The first is a periodic crystal of regular tetrahedra with real atomic positions and two silicons per cell, in two classes. Its zone-centre modes, obtained by differentiating the bond lengths numerically, reproduce all four edges, including ω₂, and the order of its levels changes at 112.32°. The second is a random connected network of 80 silicons with odd rings. It has 80 modes at ω₃ and 81 at ω₄, all finite modes lie in the two intervals, and the upper band starts at 1053 cm⁻¹, above ω₂. Its lowest ε is −0.8271, not −1, and the band formula with this ε gives that starting point. This network tests the role of connectivity; it is not a relaxed glass structure.

**What the model leaves out**

The 3N atoms have 9N coordinates. For θ < 180°, G has no eigenvalue below a(1 − |c|) > 0, so there are 4N finite frequencies. The other 5N modes change no bond length to first order and have zero frequency here. Forces that resist bending give a restoring force to those that deform bond angles, and they raise any edge whose mode changes the angle they act on. A Si-O-Si bending force alone leaves ω₂ in place, because moving an oxygen along the Si-Si line between fixed silicons does not change that angle to first order. Coulomb forces between the ions are absent too.

In a glass θ varies from one oxygen to the next, so a single value of each edge no longer applies. The ordering at 144° has a margin of about 32° above the critical angle, but the formulas for one common θ do not prove where every mode lies in a network with a spread of angles.

Table of computed values

```
oxygen mass                          15.999 u = 29164.4 m_e
silicon mass                         28.085 u = 51195.8 m_e
mass ratio m_O/m_Si                  0.56966
spring constant alpha                0.35 Eh/bohr^2
bond length (cancels)                3.0 bohr
Si-O-Si angle                        144.0 degrees
cos(theta)                           -0.80902
silicon shift 4 m_O/(3 m_Si)         0.75955 (units alpha/m_O)
alpha/m_O                            1.20009e-05 Eh^2 (hbar = 1)
w1: square 0.19098 alpha/m_O, w = 1.5139e-03 Eh = 332.3 cm^-1
w2: square 1.80902 alpha/m_O, w = 4.6594e-03 Eh = 1022.6 cm^-1
w3: square 0.95053 alpha/m_O, w = 3.3775e-03 Eh = 741.3 cm^-1
w4: square 2.56857 alpha/m_O, w = 5.5520e-03 Eh = 1218.5 cm^-1
ascending order of labels at 144 deg  w1 < w3 < w2 < w4
w2^2 - w3^2                          0.85848 alpha/m_O
gap w2 - w3                          281.3 cm^-1
critical angle, formula              112.320 degrees
critical angle, crystal levels       112.320 degrees
order at 100 degrees                 w1 < w2 < w3 < w4
crystal: tetrahedron turn phi        22.239 degrees
crystal: zero modes of 18            10
crystal: finite squares (alpha/m_O)  0.1910 0.9505 0.9505 0.9505 1.8090 2.5686 2.5686 2.5686
silicon kinetic share at w1, w2      0.0000, 0.0000
silicon kinetic share at w3, w4      0.7991, 0.2957
random network: Si atoms             80
random network: zero, finite modes   400, 320
random network: modes at w3, at w4   80, 81
random network: lowest epsilon       -0.8271
random network: upper band starts at 1053.2 cm^-1
largest deviation from band formula  5.3e-15 alpha/m_O
```
